**Degenerate subbands in a rectangle with unequal sides**

For a hard-wall section of width \(W\) and thickness \(T\), with masses \(m_w\) and \(m_t\) along them, the program tests \(E(n,p)=(\pi^2\hbar^2/2)[n^2/(m_wW^2)+p^2/(m_tT^2)]\), where \(n\) and \(p\) count half-waves. It solves the two-dimensional wave equation by Chebyshev collocation and asserts that the lowest levels agree with the formula. For 30 nm by 15 nm and an isotropic mass of 0.045 free-electron masses, the states (4,1) and (2,2) both lie at 185.69 meV. The program also asserts that the rectangle's levels match those of a square of side \(W\) whose states vanish on its midline. Further assertions cover the change of the splitting with width, the pairs constructed for rational \(m_wW^2/(m_tT^2)\), and the finite-well condition. With a uniform electron charge the two levels separate by 2.67 meV at 30 nm and cross again at 30.37 nm. A potential of strength 5 meV that couples the states leaves a least gap of 1.801 meV, in agreement with \(32v/(9\pi^2)\). The remaining lines size finite walls, nonparabolicity, broadening, occupation and silicon-like masses.

## Check in Python

```python
"""
Result under test: a hard-wall rectangle with unequal sides can have degenerate
orbital subbands. With width W, thickness T and masses m_w, m_t (units of m0),
  E(n,p) = (pi^2 hbar^2 / 2 m0) * (n^2/(m_w W^2) + p^2/(m_t T^2)),
and for W = 2T with equal masses the states (4,1) and (2,2) coincide.
Coincidences exist exactly when rho = m_w W^2/(m_t T^2) is rational.
Lengths are in nm and energies in eV inside the program; x runs along the
width and y along the thickness, both measured from the centre.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/2m0, eV nm^2
MEV = 1e3


def energy(n, p, width, thick, m_w, m_t):
    return np.pi**2 * KIN * (n**2 / (m_w * width**2) + p**2 / (m_t * thick**2))


def second_derivative(count, parity):
    """Chebyshev collocation on [-1,1], zero at both ends.
    parity +1 or -1 keeps only even or odd functions; 0 keeps all."""
    last = count + 1
    x = np.cos(np.pi * np.arange(last + 1) / last)
    c = np.ones(last + 1)
    c[0] = c[-1] = 2
    c *= (-1.0) ** np.arange(last + 1)
    d = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(last + 1))
    d -= np.diag(d.sum(axis=1))
    d2, x = (d @ d)[1:-1, 1:-1], x[1:-1]
    if parity:
        half = count // 2
        d2 = d2[:half, :half] + parity * d2[:half, ::-1][:, :half]
        x = x[:half]
    return d2, x


def operators(width, thick, xpar, ypar, count):
    dx, x = second_derivative(count, xpar)
    dy, y = second_derivative(count, ypar)
    along_x = np.kron(dx, np.eye(len(y))) * 4 / width**2
    along_y = np.kron(np.eye(len(x)), dy) * 4 / thick**2
    return (along_x, along_y, np.repeat(x, len(y)) * width / 2,
            np.tile(y, len(x)) * thick / 2)


def charge_potential(width, thick, source, xpar, ypar, count):
    """Electron potential energy: Laplacian(U) = -source, U = 0 on the walls."""
    ax, ay, x, y = operators(width, thick, abs(xpar), abs(ypar), count)
    return np.linalg.solve(ax + ay, -source * np.ones(len(x))), x, y


def solve_section(width, thick, m_w, m_t, xpar=0, ypar=0, source=0.0,
                  potential=None, count=24):
    ax, ay, x, y = operators(width, thick, xpar, ypar, count)
    h = -KIN * (ax / m_w + ay / m_t)
    if source:
        h += np.diag(charge_potential(width, thick, source, xpar, ypar, count)[0])
    if potential is not None:
        h += np.diag(potential(x, y))
    return np.sort(np.linalg.eigvals(h).real)


def numerical_pair(width, thick, m_w, m_t, source=0.0):
    """Levels that start as (4,1) and (2,2), found by their parities."""
    e41 = solve_section(width, thick, m_w, m_t, -1, 1, source)[1]
    e22 = solve_section(width, thick, m_w, m_t, -1, -1, source)[0]
    return e41, e22


# Ideal section
W, T, M = 30.0, 15.0, 0.045
E0 = np.pi**2 * KIN / (M * W**2)
solved = solve_section(W, T, M, M)
formula = np.sort([energy(n, p, W, T, M, M)
                   for n in range(1, 12) for p in range(1, 12)])
assert np.allclose(solved[:10], formula[:10], rtol=1e-7)
pair_gap = abs(solved[5] - solved[4])
assert pair_gap < 1e-8
assert np.min(np.diff(solved[:5])) > 0.01 and solved[6] - solved[5] > 0.01
pair_energy = solved[4]
below = int(np.sum(solved < pair_energy - 1e-4))
above = int(np.sum(solved < pair_energy + 1e-4))
assert above - below == 2

# The rectangle's states are the midline-odd states of a square of side W
square_odd = solve_section(W, W, M, M, 0, -1)
assert np.allclose(square_odd[:10], solved[:10], rtol=1e-6)

# Detuning with width, and the general masses
e41, e22 = numerical_pair(W + 1, T, M, M)
detuning_1nm = e41 - e22
assert abs(detuning_1nm - np.pi**2 * KIN / M
           * (12 / (W + 1)**2 - 3 / T**2)) < 1e-8
slope = -24 * np.pi**2 * KIN / (M * W**3)
up, down = numerical_pair(W + .01, T, M, M), numerical_pair(W - .01, T, M, M)
assert abs(((up[0] - up[1]) - (down[0] - down[1])) / .02 / slope - 1) < 1e-4


# Arithmetic of coincidences for rho = a/b: levels proportional to b n^2 + a p^2
def coincidences(a, b, limit=60):
    groups = {}
    for n in range(1, limit + 1):
        for p in range(1, limit + 1):
            groups.setdefault(b * n * n + a * p * p, []).append((n, p))
    complete = min(a, b) * (limit + 1)**2
    return [(k, groups[k]) for k in sorted(groups)
            if len(groups[k]) > 1 and k < complete]


first = {name: coincidences(a, b)[0] for name, a, b in
         (("1.5", 9, 4), ("2", 4, 1), ("3", 9, 1))}
assert set(first["2"][1]) == {(4, 1), (2, 2)}
arithmetic = next((k, s) for k, s in coincidences(4, 1)
                  if len(s) == 2 and (2 * s[0][1], s[0][0]) != (s[1][0], 2 * s[1][1]))
for a in range(1, 8):
    for b in range(1, 8):
        width = T * np.sqrt(a / b)
        one = energy(2 * a + 1, 2 * b - 1, width, T, M, M)
        two = energy(2 * a - 1, 2 * b + 1, width, T, M, M)
        assert abs(one / two - 1) < 1e-12


def smallest_spacing(rho, limit=40):
    n, p = np.meshgrid(np.arange(1, limit + 1), np.arange(1, limit + 1))
    return np.min(np.diff(np.sort((n**2 / rho + p**2).ravel())))


spacing_irrational = smallest_spacing(np.sqrt(5))
assert spacing_irrational > 1e-6 and smallest_spacing(4.0) < 1e-9

# Finite oxide walls, one direction at a time
BARRIER, M_OX = 2.5, 0.3


def finite_well(length, n):
    def phase(e):
        k = np.sqrt(M * e / KIN)
        kappa = np.sqrt(M_OX * (BARRIER - e) / KIN)
        return k * length + 2 * np.arctan(M_OX * k / (M * kappa)) - n * np.pi
    return brentq(phase, 1e-9, BARRIER - 1e-9, xtol=1e-13)


def finite_well_grid(length, n, cells=800):
    step = length / cells
    pad = int(4 / step)
    node = np.arange(-pad, cells + pad + 1)
    middle = np.arange(-pad - 1, cells + pad + 1) + 0.5
    inverse_mass = np.where((middle > 0) & (middle < cells), 1 / M, 1 / M_OX)
    v = np.where((node > 0) & (node < cells), 0.0, BARRIER)
    v[(node == 0) | (node == cells)] = BARRIER / 2
    scale = KIN / step**2
    diagonal = scale * (inverse_mass[:-1] + inverse_mass[1:]) + v
    return eigh_tridiagonal(diagonal, -scale * inverse_mass[1:-1],
                            eigvals_only=True, select="i",
                            select_range=(n - 1, n - 1))[0]


for length, n in ((W, 4), (W, 2), (T, 1), (T, 2)):
    assert abs(finite_well(length, n) / finite_well_grid(length, n) - 1) < 1e-3


def wall_splitting(width):
    return (finite_well(width, 4) + finite_well(T, 1)
            - finite_well(width, 2) - finite_well(T, 2))


penetration = M_OX / (M * np.sqrt(M_OX * BARRIER / KIN))
split_wall = wall_splitting(W)
width_wall = brentq(wall_splitting, 28, 40)

# Band bending by a uniform electron charge
DENSITY_CM3, EPS_R = 1e18, 13.9
source = const.e * DENSITY_CM3 * 1e6 / (EPS_R * const.epsilon_0) * 1e-18
odd = np.arange(1, 400, 2)


def bending_series(x, y):
    a, b = np.meshgrid(odd, odd, indexing="ij")
    terms = 16 / (np.pi**4 * a * b * (a**2 / W**2 + b**2 / T**2))
    return source * np.sum(terms * np.sin(a * np.pi * (x / W + .5))
                           * np.sin(b * np.pi * (y / T + .5)))


u, xs, ys = charge_potential(W, T, source, 1, 1, 24)
assert abs(u[-1] / bending_series(xs[-1], ys[-1]) - 1) < 1e-4
bending_peak = bending_series(0.0, 0.0)


def charge_splitting(width):
    a, b = numerical_pair(width, T, M, M, source)
    return a - b


split_charge = charge_splitting(W)
width_charge = brentq(charge_splitting, 28, 36, xtol=1e-9)
crossed = solve_section(width_charge, T, M, M, source=source, count=26)
assert abs(crossed[5] - crossed[4]) < 1e-6

# A potential without the midplane symmetry turns the crossing into a gap
STRENGTH = 0.005


def gap_at(width):
    def tilt(x, y):
        return STRENGTH * (2 * y / T) * np.cos(2 * np.pi * (x / width + .5))
    levels = solve_section(width, T, M, M, -1, 0, potential=tilt, count=20)
    return levels[2] - levels[1]


least_gap = minimize_scalar(gap_at, bounds=(29, 31), method="bounded",
                            options={"xatol": 1e-4}).fun
gap_formula = 32 * STRENGTH / (9 * np.pi**2)
assert abs(least_gap / gap_formula - 1) < 0.03

# Other effects for the same section
ALPHA, TEMP, MOBILITY = 1.2, 300.0, 3000.0
bent_energy = (np.sqrt(1 + 4 * ALPHA * pair_energy) - 1) / (2 * ALPHA)
thermal = const.k * TEMP / const.e
lifetime = MOBILITY * 1e-4 * M * const.m_e / const.e
broadening = const.hbar / lifetime / const.e
k_grid = np.linspace(0, 2, 4001)


def line_density(edge, fermi):
    z = np.clip((edge + KIN * k_grid**2 / M - fermi) / thermal, -500, 500)
    f = 1 / (1 + np.exp(z))
    return 2 / np.pi * (f.sum() - (f[0] + f[-1]) / 2) * (k_grid[1] - k_grid[0])


electrons = DENSITY_CM3 * 1e-21 * W * T
fermi = brentq(lambda mu: sum(line_density(e, mu) for e in formula[:40])
               - electrons, -0.5, 0.6)
pair_share = 2 * line_density(pair_energy, fermi) / electrons

# Silicon-like valleys: heavy and light masses in the section
HEAVY, LIGHT, T_SI = 0.92, 0.19, 5.0
valleys = {}
for name, mw, mt in (("light, light", LIGHT, LIGHT),
                     ("heavy, light", HEAVY, LIGHT),
                     ("light, heavy", LIGHT, HEAVY)):
    valleys[name] = energy(4, 1, W, T, mw, mt) - energy(2, 2, W, T, mw, mt)
aniso = solve_section(W, T, LIGHT, HEAVY)
aniso_formula = np.sort([energy(n, p, W, T, LIGHT, HEAVY)
                         for n in range(1, 12) for p in range(1, 12)])
assert np.allclose(aniso[:8], aniso_formula[:8], rtol=1e-6)
width_si = 2 * T_SI * np.sqrt(HEAVY / LIGHT)
si41, si22 = numerical_pair(width_si, T_SI, LIGHT, HEAVY)
assert abs(si41 - si22) < 1e-7

print(f"width, thickness: {W:.0f}, {T:.0f} nm; mass {M} m0")
print(f"energy unit E0: {E0*MEV:.3f} meV")
for n, p in ((1, 1), (2, 1), (3, 1), (1, 2), (4, 1), (2, 2), (3, 2)):
    print(f"E({n},{p}) formula: {energy(n, p, W, T, M, M)*MEV:.2f} meV")
print("lowest 7 solved (meV):", " ".join(f"{e*MEV:.2f}" for e in solved[:7]))
print(f"solved pair gap below 1e-5 meV: {pair_gap*MEV < 1e-5}")
print(f"edges below / up to the pair: {below} / {above}")
for name, (level, states) in first.items():
    print(f"first coincidence, W/T = {name}: {states}")
print(f"first non-exchange case, W/T = 2: {arithmetic[1]}, sum {arithmetic[0]}")
print(f"least spacing, rho = sqrt(5), n,p <= 40: {spacing_irrational:.1e} (no unit)")
print(f"E(4,1)-E(2,2) at W = {W+1:.0f} nm: {detuning_1nm*MEV:.2f} meV")
print(f"slope at 2:1: {slope*MEV:.2f} meV/nm")
print(f"oxide barrier {BARRIER} eV, oxide mass {M_OX} m0")
print(f"wall penetration length: {penetration:.2f} nm")
print(f"finite-wall E(4,1)-E(2,2) at 2:1: {split_wall*MEV:.2f} meV")
print(f"finite-wall width restoring the pair: {width_wall:.2f} nm")
print(f"electron density {DENSITY_CM3:.0e} cm^-3, permittivity {EPS_R}")
print(f"band bending at centre: {bending_peak*MEV:.1f} meV")
print(f"charge-induced E(4,1)-E(2,2) at 2:1: {split_charge*MEV:.2f} meV")
print(f"charged-section width restoring the pair: {width_charge:.2f} nm")
print(f"asymmetric potential strength v: {STRENGTH*MEV:.1f} meV")
print(f"least gap solved / formula: {least_gap*MEV:.3f} / {gap_formula*MEV:.3f} meV")
print(f"nonparabolicity {ALPHA} /eV: pair moves to {bent_energy*MEV:.1f} meV")
print(f"thermal energy at {TEMP:.0f} K: {thermal*MEV:.1f} meV")
print(f"mobility {MOBILITY:.0f} cm2/Vs: broadening {broadening*MEV:.1f} meV")
print(f"electrons per length: {electrons:.2f} per nm")
print(f"Fermi level above band edge: {fermi*MEV:.1f} meV")
print(f"share of electrons in the pair: {pair_share*100:.1f} %")
print(f"silicon-like masses: {HEAVY}, {LIGHT} m0 (width, thickness below)")
for name, split in valleys.items():
    print(f"E(4,1)-E(2,2), {name}: {split*MEV:.2f} meV")
print(f"light, heavy valley, T = {T_SI:.0f} nm: pair at W = {width_si:.2f} nm")
print("done: every assertion held")
```

It prints:

```
width, thickness: 30, 15 nm; mass 0.045 m0
energy unit E0: 9.285 meV
E(1,1) formula: 46.42 meV
E(2,1) formula: 74.28 meV
E(3,1) formula: 120.70 meV
E(1,2) formula: 157.84 meV
E(4,1) formula: 185.69 meV
E(2,2) formula: 185.69 meV
E(3,2) formula: 232.12 meV
lowest 7 solved (meV): 46.42 74.28 120.70 157.84 185.69 185.69 232.12
solved pair gap below 1e-5 meV: True
edges below / up to the pair: 4 / 6
first coincidence, W/T = 1.5: [(3, 4), (6, 2)]
first coincidence, W/T = 2: [(2, 2), (4, 1)]
first coincidence, W/T = 3: [(3, 2), (6, 1)]
first non-exchange case, W/T = 2: [(1, 4), (7, 2)], sum 65
least spacing, rho = sqrt(5), n,p <= 40: 1.4e-03 (no unit)
E(4,1)-E(2,2) at W = 31 nm: -7.07 meV
slope at 2:1: -7.43 meV/nm
oxide barrier 2.5 eV, oxide mass 0.3 m0
wall penetration length: 1.50 nm
finite-wall E(4,1)-E(2,2) at 2:1: 14.19 meV
finite-wall width restoring the pair: 32.77 nm
electron density 1e+18 cm^-3, permittivity 13.9
band bending at centre: 33.4 meV
charge-induced E(4,1)-E(2,2) at 2:1: 2.67 meV
charged-section width restoring the pair: 30.37 nm
asymmetric potential strength v: 5.0 meV
least gap solved / formula: 1.801 / 1.801 meV
nonparabolicity 1.2 /eV: pair moves to 156.4 meV
thermal energy at 300 K: 25.9 meV
mobility 3000 cm2/Vs: broadening 8.6 meV
electrons per length: 0.45 per nm
Fermi level above band edge: 127.3 meV
share of electrons in the pair: 4.3 %
silicon-like masses: 0.92, 0.19 m0 (width, thickness below)
E(4,1)-E(2,2), light, light: 0.00 meV
E(4,1)-E(2,2), heavy, light: -20.94 meV
E(4,1)-E(2,2), light, heavy: 20.94 meV
light, heavy valley, T = 5 nm: pair at W = 22.00 nm
done: every assertion held
```
